# Racah Parameters of f² from Slater Integrals, with SO(7) and G2: verification in Python

```python
"""
Result under test: for two equivalent f electrons with Slater integrals F^k,
   3H = E0 - 9 E3,  3F = E0,  3P = E0 + 33 E3,  1S = E0 + 9 E1,
   1D, 1G, 1I = E0 + 2 E1 + eps_L E2 + Omega_L E3,
with t_k = (3 k 3; 0 0 0)^2, g_k = 49 t_k F^k, and sums over k = 2, 4, 6:
   E0 = F^0 - sum g_k/42,            E1 = sum g_k/54,
   E2 = sum eps_k g_k/1081080,       E3 = -sum Omega_k g_k/2772,
   Omega_k = k(k+1)/2 - 14,          eps_k = (286, -260, 70).
u^k: unit tensor of rank k in the f shell (reduced element 1);
X_k = u^k(1).u^k(2); x_k(L): its value in the pair state L.
Energies are computed in hartree and printed in cm^-1.
"""
import math
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import lpmv, gammainc
from sympy.physics.wigner import wigner_3j, wigner_6j

R = sp.Rational
EVEN = (2, 4, 6)
LETTER = "SPDFGHI"

# ---------- one-electron matrices, m = -3..3 ----------
ms = np.arange(-3, 4)
lz = np.diag(ms.astype(float))
lp = np.zeros((7, 7))
for i in range(6):
    lp[i + 1, i] = math.sqrt(12 - ms[i] * (ms[i] + 1))
I7, I2, I4, I49 = np.eye(7), np.eye(2), np.eye(4), np.eye(49)


def pair_square(z, p, one):
    """Square of the total angular momentum of two particles."""
    Z = np.kron(z, one) + np.kron(one, z)
    P = np.kron(p, one) + np.kron(one, p)
    return P.T @ P + Z @ Z + Z


def swap(n):
    S = np.zeros((n * n, n * n))
    for a in range(n):
        for b in range(n):
            S[a * n + b, b * n + a] = 1
    return S


L2 = pair_square(lz, lp, I7)
S2 = pair_square(np.diag([-0.5, 0.5]), np.array([[0., 0.], [1., 0.]]), I2)

# ---------- Coulomb multipoles from angular quadrature ----------
xg, wg = np.polynomial.legendre.leggauss(16)


def theta(l, m):
    a = abs(m)
    norm = math.sqrt((2*l + 1) / 2 * math.factorial(l - a) / math.factorial(l + a))
    return (-1.0)**(a if m < 0 else 0) * norm * lpmv(a, l, xg)


def multipole(k):
    """Angular part of r<^k/r>^(k+1) for two f electrons."""
    W = np.zeros((49, 49))
    for q in range(-k, k + 1):
        C = np.zeros((7, 7))
        for i, m in enumerate(ms):
            for j, n in enumerate(ms):
                if m == n + q:
                    C[i, j] = math.sqrt(2 / (2*k + 1)) * np.sum(
                        wg * theta(3, m) * theta(k, q) * theta(3, n))
        W += np.kron(C, C.T)
    return W


W = [multipole(k) for k in (0, 2, 4, 6)]

# ---------- the 91 antisymmetric two-electron states ----------
val, vec = np.linalg.eigh(np.kron(swap(7), swap(2)))
A = vec[:, val < 0]
assert A.shape[1] == 91
label, states = np.linalg.eigh(A.T @ (np.kron(L2, I4) + 100*np.kron(I49, S2)) @ A)
term_coeff = {}
for S in (0, 1):
    for L in range(7):
        mask = np.abs(label - L*(L + 1) - 100*S*(S + 1)) < 1e-6
        if mask.any():
            Q = A @ states[:, mask]
            assert Q.shape[1] == (2*S + 1) * (2*L + 1)
            row = []
            for Wk in W:
                block = Q.T @ np.kron(Wk, I4) @ Q
                c = np.trace(block) / len(block)
                assert np.allclose(block, c*np.eye(len(block)), atol=1e-10)
                row.append(c)
            term_coeff[f"{2*S + 1}{LETTER[L]}"] = row
assert set(term_coeff) == {"1S", "1D", "1G", "1I", "3P", "3F", "3H"}

# ---------- derived transformation and level scheme ----------
t = {k: wigner_3j(3, k, 3, 0, 0, 0)**2 for k in EVEN}
Om = {k: R(k*(k + 1), 2) - 14 for k in EVEN}
eps = {2: 286, 4: -260, 6: 70}
T = sp.Matrix([[1] + [-49*t[k]/42 for k in EVEN],
               [0] + [49*t[k]/54 for k in EVEN],
               [0] + [49*t[k]*eps[k]/1081080 for k in EVEN],
               [0] + [-49*t[k]*Om[k]/2772 for k in EVEN]])
scheme = {"3H": (1, 0, 0, -9), "3F": (1, 0, 0, 0), "3P": (1, 0, 0, 33),
          "1S": (1, 9, 0, 0)}
for L in EVEN:
    scheme["1" + LETTER[L]] = (1, 2, eps[L], int(Om[L]))
Tn = np.array(T.tolist(), dtype=float)
for name, e in scheme.items():
    assert np.allclose(np.array(e) @ Tn, term_coeff[name], atol=1e-11), name

# inverse transformation
Esym = sp.symbols("E0:4")
Fsol = T.inv() * sp.Matrix(Esym)
for i, k in enumerate(EVEN):
    rhs = (2*k + 1)*(2*Esym[1] + eps[k]*Esym[2] - 2*Om[k]*Esym[3])
    assert sp.expand(49*t[k]*Fsol[i + 1] - rhs) == 0
assert sp.expand(Fsol[0] - Esym[0] - R(9, 7)*Esym[1]) == 0


# ---------- exact 6j relations ----------
def sixj(k, L):
    return wigner_6j(3, 3, L, 3, 3, k)


six = {(k, L): sixj(k, L) for k in range(7) for L in range(7)}
xk = {(k, L): (-1)**L * six[k, L] for k in range(7) for L in range(7)}
assert wigner_6j(5, 5, 3, 3, 3, 3) == 0
f = math.factorial
racah_terms = []
for n in (13, 14):
    den = 1
    for s in (13, 11, 11, 9):
        den *= f(n - s)
    for s in (16, 14, 14):
        den *= f(s - n)
    racah_terms.append(R((-1)**n * f(n + 1), den))
assert sum(racah_terms) == 0
for L in range(7):
    odd = sum((2*k + 1)*xk[k, L] for k in (1, 3, 5))
    assert odd == R((-1)**L - 7*(L == 0), 2)
for k in EVEN:
    assert xk[3, k] == R(1, 42) and xk[k, 3] == -R(1, 42)
    assert xk[k, 1] == R(24 - k*(k + 1), 168)
    assert xk[k, 0] == R(1, 7)
    assert sum((2*L + 1)*xk[k, L] for L in EVEN)/27 == R(5, 378)
    assert sum((2*L + 1)*xk[k, L] for L in (1, 3, 5)) == -R(1, 2)
lam = {}
for name, v in (("Omega", Om), ("eps", eps)):
    image = [sum((2*k + 1)*six[k, L]*v[k] for k in EVEN) for L in EVEN]
    lam[name] = image[0]/v[2]
    assert all(image[i] == lam[name]*v[L] for i, L in enumerate(EVEN))
assert lam["Omega"] == -R(1, 2) and lam["eps"] == 1
assert xk[6, 6] == R(1, 12012)
assert R(5, 378) - R(1, 2)*(R(1, 13) - R(1, 27)) < 0
defect = {k: 11*xk[k, 5] + 3*xk[k, 1] - 14*xk[k, 3] for k in range(1, 7)}
assert all(defect[k] == 0 for k in EVEN)
assert all(defect[k] != 0 for k in (1, 3, 5))


# ---------- SO(7) and G2 from explicit matrices ----------
def unit_tensor(k):
    M = np.linalg.matrix_power(lp, k)
    M = M / math.sqrt(np.sum(M*M) * (2*k + 1))
    comps = [M]
    for q in range(k, -k, -1):
        M = (lp.T @ M - M @ lp.T) / math.sqrt(k*(k + 1) - q*(q - 1))
        comps.append(M)
    return comps


u = {k: unit_tensor(k) for k in range(1, 7)}
V = {k: [np.kron(M, I7) + np.kron(I7, M) for M in u[k]] for k in (1, 3, 5)}


def leak(ranks):
    """Largest part of a commutator lying outside the span of the set."""
    g = [M for k in ranks for M in u[k]]
    basis = np.linalg.qr(np.array([M.ravel() for M in g]).T)[0]
    worst = 0.0
    for a in g:
        for b in g:
            c = (a @ b - b @ a).ravel()
            worst = max(worst, np.linalg.norm(c - basis @ (basis.T @ c)))
    return worst


leaks = {r: leak(r) for r in ((1, 3, 5), (1, 5), (1, 3))}
assert leaks[1, 3, 5] < 1e-12 and leaks[1, 5] < 1e-12 and leaks[1, 3] > 1e-3

l2val, l2vec = np.linalg.eigh(L2)
proj = {}
for L in range(7):
    B = l2vec[:, np.abs(l2val - L*(L + 1)) < 1e-6]
    proj[L] = B @ B.T
for k in range(1, 7):
    X = sum(np.kron(M, M.T) for M in u[k])
    for L in range(7):
        assert np.allclose(X @ proj[L], float(xk[k, L])*proj[L], atol=1e-11)


def link(L, M):
    return math.sqrt(sum(np.sum((proj[L] @ v @ proj[M])**2) for v in V[5]))


links = {p: link(*p) for p in ((2, 4), (2, 6), (1, 5), (3, 5), (1, 3))}
assert min(links[2, 4], links[2, 6], links[1, 5]) > 1e-2
assert max(links[3, 5], links[1, 3]) < 1e-11


def casimir_total(ranks):
    return sum((2*k + 1)*(v.T @ v) for k in ranks for v in V[k])


# scaled so that a single f electron has the value 6 in both groups
scale = {}
for ranks in ((1, 3, 5), (1, 5)):
    one = sum((2*k + 1)*(M.T @ M) for k in ranks for M in u[k])
    assert np.allclose(one, one[0, 0]*I7)
    scale[ranks] = 6/one[0, 0]
cas = {}
for ranks in scale:
    C = scale[ranks]*casimir_total(ranks)
    for L in range(7):
        c = np.trace(C @ proj[L])/(2*L + 1)
        assert np.allclose(C @ proj[L], c*proj[L], atol=1e-9)
        cas[ranks, L] = c
assert np.allclose([cas[(1, 3, 5), L] for L in range(7)],
                   [0, 10, 14, 10, 14, 10, 14])
assert np.allclose([cas[(1, 5), L] for L in range(7)],
                   [0, 12, 14, 6, 14, 12, 14])
# e3 = Omega on singlets and -3 Omega on triplets
for L in range(7):
    omega = L*(L + 1)/2 - cas[(1, 5), L]
    e3 = scheme[("3" if L % 2 else "1") + LETTER[L]][3]
    assert abs(e3 - (-3 if L % 2 else 1)*omega) < 1e-9

op_value = {}
for idx in (2, 3):
    op = sum(scheme[("3" if L % 2 else "1") + LETTER[L]][idx]*proj[L]
             for L in range(7))
    for ranks in scale:
        ad = np.zeros((49, 49))
        for k in ranks:
            for v in V[k]:
                c = v @ op - op @ v
                ad += scale[ranks]*(2*k + 1)*(v.T @ c - c @ v.T)
        value = np.sum(ad*op)/np.sum(op*op)
        assert np.allclose(ad, value*op, atol=1e-7)
        op_value[idx, ranks] = value


def so7(a, b, c):
    return a*(a + 5) + b*(b + 3) + c*(c + 1)


def g2(a, b):
    return a*a + a*b + b*b + 5*a + 4*b


assert abs(op_value[2, (1, 3, 5)] - so7(4, 0, 0)) < 1e-8
assert abs(op_value[3, (1, 3, 5)] - so7(2, 2, 0)) < 1e-8
assert abs(op_value[2, (1, 5)] - g2(4, 0)) < 1e-8
assert abs(op_value[3, (1, 5)] - g2(2, 2)) < 1e-8

# ---------- worked example: hydrogenic 4f orbital ----------
Z = 12.0
a = Z/2


def density(r):
    return a**9/f(8) * r**8 * math.exp(-a*r)


def slater(k):
    def integrand(r):
        inner = f(8 + k)/(f(8)*a**k) * gammainc(9 + k, a*r)
        return 2*density(r)*inner/r**(k + 1)
    return quad(integrand, 0, 15, epsabs=1e-13, epsrel=1e-12, limit=200)[0]


F = np.array([slater(k) for k in (0, 2, 4, 6)])
for k, value in zip((0, 2, 4, 6), F):
    ratio = quad(lambda s: s**(8 + k)/(1 + s)**17, 0, 1, epsabs=1e-16)[0]
    assert abs(value - 2*a*f(16)/f(8)**2*ratio) < 1e-9
E = Tn @ F
H = A.T @ np.kron(sum(Fk*Wk for Fk, Wk in zip(F, W)), I4) @ A
direct = np.linalg.eigvalsh(H)
energy = {n: float(np.dot(e, E)) for n, e in scheme.items()}
predicted = []
for n, en in energy.items():
    predicted += [en]*(int(n[0])*(2*LETTER.index(n[1]) + 1))
error = np.max(np.abs(np.sort(predicted) - direct))
assert error < 1e-10
assert E[3] > 0 and energy["3H"] < energy["3F"] < energy["3P"]

cm = physical_constants["hartree-inverse meter relationship"][0]/100
eV = physical_constants["Hartree energy in eV"][0]

# ---------- output ----------
print("two terms of the 6j sum {5 5 3;3 3 3}:", *racah_terms)
print("commutator leak, ranks 1,5 (G2): %.1e" % leaks[1, 5])
print("commutator leak, ranks 1,3: %.4f" % leaks[1, 3])
print("rank-5 link norms D-G, D-I, P-H: %.4f %.4f %.4f"
      % (links[2, 4], links[2, 6], links[1, 5]))
print("rank-5 link norm F-H: %.1e" % links[3, 5])
for k in EVEN:
    print(f"k={k}: t_k={t[k]}, x_k(P,F,H)=", xk[k, 1], xk[k, 3], xk[k, 5])
for k in EVEN:
    print(f"k={k}: x_k(S,D,G,I)=", *[xk[k, L] for L in (0, 2, 4, 6)])
print("11x(H)+3x(P)-14x(F), k=1..6:", *[defect[k] for k in range(1, 7)])
print("recoupling eigenvalues Omega, eps:", lam["Omega"], lam["eps"])
print("SO(7) Casimir, L=0..6:",
      *["%.0f" % abs(cas[(1, 3, 5), L]) for L in range(7)])
print("G2 Casimir, L=0..6:",
      *["%.0f" % abs(cas[(1, 5), L]) for L in range(7)])
for idx in (2, 3):
    print("operator e%d: SO(7) value %.0f, G2 value %.0f"
          % (idx, op_value[idx, (1, 3, 5)], op_value[idx, (1, 5)]))
for i in range(4):
    print(f"E{i} coefficients of F^0,F^2,F^4,F^6:", *T.row(i))
D = (1, 225, 1089, R(184041, 25))
print("divisors F_k = F^k/D_k, k=0,2,4,6:", *D)
for i in range(4):
    print(f"E{i} coefficients of F_0,F_2,F_4,F_6:",
          *[T[i, j]*D[j] for j in range(4)])
print("effective charge of the 4f orbital: %.0f" % Z)
for k, value in zip((0, 2, 4, 6), F):
    print("F^%d = %.1f cm^-1" % (k, value*cm))
for i in range(4):
    print("E%d = %.2f cm^-1" % (i, E[i]*cm))
for n in sorted(energy, key=energy.get):
    print("%s: energy %.1f, above 3H %.1f cm^-1"
          % (n, energy[n]*cm, (energy[n] - energy["3H"])*cm))
print("3F-3H = %.4f eV, 3P-3F = %.4f eV"
      % ((energy["3F"] - energy["3H"])*eV, (energy["3P"] - energy["3F"])*eV))
print("largest difference from 91-state diagonalization: %.1e cm^-1" % (error*cm))
print("no test failed")
```

Running it gives:

```
two terms of the 6j sum {5 5 3;3 3 3}: -151351200 151351200
commutator leak, ranks 1,5 (G2): 6.7e-17
commutator leak, ranks 1,3: 0.1010
rank-5 link norms D-G, D-I, P-H: 1.0193 0.9924 1.0351
rank-5 link norm F-H: 1.2e-15
k=2: t_k=4/105, x_k(P,F,H)= 3/28 -1/42 -5/84
k=4: t_k=2/77, x_k(P,F,H)= 1/42 -1/42 -17/462
k=6: t_k=100/3003, x_k(P,F,H)= -3/28 -1/42 -1/924
k=2: x_k(S,D,G,I)= 1/7 19/420 -1/14 5/84
k=4: x_k(S,D,G,I)= 1/7 -1/14 97/1386 1/154
k=6: x_k(S,D,G,I)= 1/7 5/84 1/154 1/12012
11x(H)+3x(P)-14x(F), k=1..6: 1 0 -2 0 1 0
recoupling eigenvalues Omega, eps: -1/2 1
SO(7) Casimir, L=0..6: 0 10 14 10 14 10 14
G2 Casimir, L=0..6: 0 12 14 6 14 12 14
operator e2: SO(7) value 36, G2 value 36
operator e3: SO(7) value 24, G2 value 30
E0 coefficients of F^0,F^2,F^4,F^6: 1 -2/45 -1/33 -50/1287
E1 coefficients of F^0,F^2,F^4,F^6: 0 14/405 7/297 350/11583
E2 coefficients of F^0,F^2,F^4,F^6: 0 1/2025 -1/3267 175/1656369
E3 coefficients of F^0,F^2,F^4,F^6: 0 1/135 2/1089 -175/42471
divisors F_k = F^k/D_k, k=0,2,4,6: 1 225 1089 184041/25
E0 coefficients of F_0,F_2,F_4,F_6: 1 -10 -33 -286
E1 coefficients of F_0,F_2,F_4,F_6: 0 70/9 77/3 2002/9
E2 coefficients of F_0,F_2,F_4,F_6: 0 1/9 -1/3 7/9
E3 coefficients of F_0,F_2,F_4,F_6: 0 5/3 2 -91/3
effective charge of the 4f orbital: 12
F^0 = 132280.6 cm^-1
F^2 = 74112.7 cm^-1
F^4 = 49518.3 cm^-1
F^6 = 36635.5 cm^-1
E0 = 126062.81 cm^-1
E1 = 4836.02 cm^-1
E2 = 25.31 cm^-1
E3 = 488.97 cm^-1
3H: energy 121662.1, above 3H 0.0 cm^-1
3F: energy 126062.8, above 3H 4400.7 cm^-1
1G: energy 127197.7, above 3H 5535.7 cm^-1
1D: energy 137595.5, above 3H 15933.5 cm^-1
1I: energy 140929.5, above 3H 19267.4 cm^-1
3P: energy 142198.8, above 3H 20536.8 cm^-1
1S: energy 169587.0, above 3H 47924.9 cm^-1
3F-3H = 0.5456 eV, 3P-3F = 2.0006 eV
largest difference from 91-state diagonalization: 2.7e-10 cm^-1
no test failed
```
